# The Midgap Edge Vibration of an Alternating-Spring Chain: verification in Python

```python
# Result under test: equal masses M, springs K_A (atoms 1-2, 3-4, ...) and
# K_B (atoms 2-3, 4-5, ...), atom 1 tied to a fixed wall by K_W.
# If K_W = K_B, an edge mode exists exactly when K_A < K_B; it has
# M omega^2 = K_A + K_B, odd-atom amplitudes (-K_A/K_B)^n, even atoms at rest.
# lam = M omega^2; z = amplitude ratio per two-atom cell; s = 1 - K_W/K_B.
# The example is an elastic multilayer: metal films = masses, spacers = springs
# (masses, springs and impedances are then per unit area).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def spring_matrix(k_a, k_b, k_w, atoms):
    """Second derivatives of the spring energy; the far end is free."""
    matrix = np.zeros((atoms, atoms))
    matrix[0, 0] += k_w
    for i in range(atoms - 1):
        k = k_a if i % 2 == 0 else k_b
        stretch = np.zeros(atoms)
        stretch[i], stretch[i + 1] = -1.0, 1.0
        matrix[i:i + 2, i:i + 2] += k * np.outer(stretch[i:i + 2],
                                               stretch[i:i + 2])
    return matrix


def outside_bands(levels, k_a, k_b, margin=0.02):
    """Levels in the gap or above the top band, clear of the band edges."""
    low, high, top = 2 * min(k_a, k_b), 2 * max(k_a, k_b), 2 * (k_a + k_b)
    return np.array(sorted(x for x in levels
                           if low + margin < x < high - margin
                           or x > top + margin))


def edge_levels(k_a, k_b, k_w):
    """Derived formula for all decaying modes of the half-infinite chain."""
    s = 1 - k_w / k_b
    roots = np.roots([k_a * s**2, -k_b * (1 - s**2), -k_a])
    return [k_a + k_b - s * (k_a * z.real + k_b)
            for z in roots if abs(z) < 1 - 1e-9]


# ---- Bulk bands: closed ring against the Bloch formula
for k_a, k_b in [(0.5, 1.0), (1.0, 0.3)]:
    cells = 30
    ring = np.zeros((2 * cells, 2 * cells))
    for i in range(2 * cells):
        j, k = (i + 1) % (2 * cells), (k_a if i % 2 == 0 else k_b)
        ring[i, i] += k
        ring[j, j] += k
        ring[i, j] -= k
        ring[j, i] -= k
    q = 2 * np.pi * np.arange(cells) / cells
    size = abs(k_a + k_b * np.exp(1j * q))
    bands = np.sort(np.concatenate([k_a + k_b - size, k_a + k_b + size]))
    assert np.allclose(np.linalg.eigvalsh(ring), bands, atol=1e-10)

# ---- Midgap mode: level, shape and weight from diagonalization
k_a, k_b, atoms = 0.5, 1.0, 400
levels, vectors = np.linalg.eigh(spring_matrix(k_a, k_b, k_b, atoms))
pick = np.argmin(abs(levels - k_a - k_b))
shape = vectors[:, pick] / vectors[0, pick]
weight_first = vectors[0, pick]**2
assert len(outside_bands(levels, k_a, k_b)) == 1
assert abs(levels[pick] - (k_a + k_b)) < 1e-10
assert np.allclose(shape[0:20:2], (-k_a / k_b)**np.arange(10), atol=1e-9)
assert np.max(abs(shape[1::2])) < 1e-9
assert abs(weight_first - (1 - (k_a / k_b)**2)) < 1e-9
print("Chain test, K_A=0.5, K_B=K_W=1: M omega^2 = %.6f" % levels[pick])
print("  amplitudes of atoms 1 to 5:", " ".join("%.4f" % (x + 0.0)
      for x in np.round(shape[:5], 8)))
print("  weight of first atom = %.4f" % weight_first)

# ---- Existence and level for any wall spring
cases = [(0.5, 1.0, w) for w in (0.0, 0.3, 0.6, 1.0, 1.4, 1.7, 2.2)]
cases += [(1.0, 0.5, w) for w in (0.0, 0.25, 0.5, 0.8, 1.5)]
print("Levels outside the bands (M omega^2, same spring unit):")
for a, b, w in cases:
    found = outside_bands(np.linalg.eigvalsh(spring_matrix(a, b, w, atoms)),
                          a, b)
    expected = outside_bands(edge_levels(a, b, w), a, b)
    assert len(found) == len(expected)
    assert np.allclose(found, expected, atol=1e-8)
    text = " ".join("%.4f" % x for x in found) if len(found) else "none"
    print("  K_A=%.1f K_B=%.1f K_W=%.2f: %s" % (a, b, w, text))

# ---- Sensitivity of the midgap level to the wall spring
step = 1e-4
pair = [outside_bands(np.linalg.eigvalsh(
        spring_matrix(k_a, k_b, k_b + d, atoms)), k_a, k_b)[0]
        for d in (-step, step)]
slope = (pair[1] - pair[0]) / (2 * step)
assert abs(slope - (1 - (k_a / k_b)**2)) < 1e-6
print("Slope d(M omega^2)/dK_W at K_W=K_B: %.4f" % slope)

# ---- Winding number against the number of midgap modes
for a, b in [(0.5, 1.0), (0.8, 1.0), (1.0, 0.8), (1.0, 0.5)]:
    q = np.linspace(0, 2 * np.pi, 2001)
    phase = np.unwrap(np.angle(a + b * np.exp(1j * q)))
    winding = round((phase[-1] - phase[0]) / (2 * np.pi))
    found = outside_bands(np.linalg.eigvalsh(spring_matrix(a, b, b, atoms)),
                          a, b)
    assert winding == len(found)
    print("K_A/K_B=%.2f: winding %d, midgap modes %d"
          % (a / b, winding, len(found)))

# ---- Worked example: rough typical inputs for tungsten and a stiff polymer
rho_metal, c_metal = 19e3, 520e9        # kg/m^3, Pa (longitudinal modulus)
rho_poly, c_poly = 1.2e3, 9e9
d_metal, d_thin, d_thick = 4e-9, 4e-9, 8e-9
loss_tangent, temperature, spot_side = 0.03, 300.0, 100e-9
micro_ev = const.hbar / const.e * 1e6   # rad/s to micro-eV

mass = rho_metal * d_metal
strong, weak = c_poly / d_thin, c_poly / d_thick
ratio = weak / strong
omega0 = np.sqrt((weak + strong) / mass)
gap_low, gap_high = np.sqrt(2 * weak / mass), np.sqrt(2 * strong / mass)
cell_length = 2 * d_metal + d_thin + d_thick
decay_length = cell_length / np.log(1 / ratio)
z_substrate = np.sqrt(rho_metal * c_metal)


def layer(omega, density, modulus, thickness):
    """Carries (displacement, stress) across one elastic layer."""
    k = omega * np.sqrt(density / modulus + 0j)
    stiff = modulus * k
    return np.array([[np.cos(k * thickness), np.sin(k * thickness) / stiff],
                     [-stiff * np.sin(k * thickness), np.cos(k * thickness)]])


def cell(omega, density_p, modulus_p, modulus_m):
    film = layer(omega, rho_metal, modulus_m, d_metal)
    return (film @ layer(omega, density_p, modulus_p, d_thick)
            @ film @ layer(omega, density_p, modulus_p, d_thin))


def resonance(density_p=rho_poly, modulus_p=c_poly, modulus_m=c_metal,
              impedance=np.inf):
    """Complex frequency of the decaying mode; time factor exp(-i omega t)."""
    def inverse_load(omega):            # displacement/stress at the substrate
        return 0.0 if np.isinf(impedance) else 1 / (-1j * omega * impedance)

    def mismatch(x):
        t, g = cell(x * omega0, density_p, modulus_p, modulus_m), \
            inverse_load(x * omega0)
        return strong * (t[0, 1] - (t[1, 1] - t[0, 0]) * g - t[1, 0] * g**2)

    x_old, x_new = 0.97 + 0j, 0.98 + 0j
    f_old, f_new = mismatch(x_old), mismatch(x_new)
    for _ in range(80):
        if abs(x_new - x_old) < 1e-13 or f_new == f_old:
            break
        x_next = x_new - f_new * (x_new - x_old) / (f_new - f_old)
        x_old, f_old = x_new, f_new
        x_new, f_new = x_next, mismatch(x_next)
    assert abs(f_new) < 1e-9
    omega = x_new * omega0
    t = cell(omega, density_p, modulus_p, modulus_m)
    z = t[1, 1] + t[1, 0] * inverse_load(omega)
    assert abs(z) < 1                   # the mode decays into the stack
    return omega, z


# Light spacers and rigid films must reproduce the spring-chain formulas
ideal = dict(density_p=rho_poly * 1e-4, modulus_m=c_metal * 1e4)
omega_ideal, z_ideal = resonance(**ideal)
assert abs(omega_ideal / omega0 - 1) < 1e-4
assert abs(z_ideal + ratio) < 1e-4
leak = strong**2 * (1 - ratio**2) / (z_substrate * (weak + strong))
omega_leak, _ = resonance(impedance=100 * z_substrate, **ideal)
assert abs(-2 * omega_leak.imag / (leak / 100) - 1) < 2e-3
small_loss = 1e-3
omega_loss, _ = resonance(modulus_p=c_poly * (1 - 1j * small_loss), **ideal)
assert abs(-2 * omega_loss.imag / (omega0 * small_loss) - 1) < 1e-3

# Effects that the spring model neglects, at the example's own numbers
omega_layers, z_layers = resonance()


def gap_test(omega):
    return np.trace(cell(omega, rho_poly, c_poly, c_metal)).real + 2


assert gap_test(omega_layers.real) < 0  # the elastic-stack mode is in its gap
layer_low = brentq(gap_test, 0.6 * omega0, omega_layers.real)
layer_high = brentq(gap_test, omega_layers.real, 1.3 * omega0)
omega_open, _ = resonance(impedance=z_substrate)
omega_full, z_full = resonance(impedance=z_substrate,
                               modulus_p=c_poly * (1 - 1j * loss_tangent))
assert omega_open.imag < 0 and omega_full.imag < omega_open.imag

d_wrong = 5e-9
wrong_level = edge_levels(weak / strong, 1.0, d_thin / d_wrong)[0]
omega_wrong = np.sqrt(wrong_level * strong / mass)
films = 10
finite = np.linalg.eigvalsh(spring_matrix(ratio, 1.0, 1.0, films))
finite_level = finite[np.argmin(abs(finite - 1 - ratio))]
omega_finite = np.sqrt(finite_level * strong / mass)
occupation = 1 / np.expm1(const.hbar * omega0 / (const.k * temperature))
rms = np.sqrt(const.hbar * (2 * occupation + 1) * (1 - ratio**2)
              / (2 * mass * spot_side**2 * omega0))

print("Inputs (rough): metal density %.1f g/cm3, modulus %.0f GPa"
      % (rho_metal / 1e3, c_metal / 1e9))
print("  polymer density %.1f g/cm3, modulus %.0f GPa, loss tangent %.2f"
      % (rho_poly / 1e3, c_poly / 1e9, loss_tangent))
print("  film %.0f nm, thin spacer %.0f nm, thick spacer %.0f nm"
      % (d_metal * 1e9, d_thin * 1e9, d_thick * 1e9))
print("Film mass per area: %.3e kg/m2" % mass)
print("Springs per area: weak %.4f, strong %.4f GPa/nm"
      % (weak / 1e18, strong / 1e18))
print("Spring model gap: %.2f to %.2f micro-eV"
      % (gap_low * micro_ev, gap_high * micro_ev))
print("Arithmetic centre of gap in omega: %.2f micro-eV"
      % ((gap_low + gap_high) / 2 * micro_ev))
print("Edge quantum: %.2f micro-eV = %.2f GHz"
      % (omega0 * micro_ev, omega0 / (2 * np.pi) / 1e9))
print("Cell length %.0f nm; amplitude decay length %.2f nm = %.1f angstrom"
      % (cell_length * 1e9, decay_length * 1e9, decay_length * 1e10))
print("Elastic layers, rigid wall: edge quantum %.2f micro-eV, z = %.4f"
      % (omega_layers.real * micro_ev, z_layers.real))
print("  gap of elastic layers: %.2f to %.2f micro-eV"
      % (layer_low * micro_ev, layer_high * micro_ev))
print("Substrate impedance: %.3e kg/(m2 s)" % z_substrate)
print("Leakage width hbar*Gamma: formula %.2f, elastic stack %.2f micro-eV"
      % (leak * micro_ev, -2 * omega_open.imag * micro_ev))
print("  edge quantum with moving substrate: %.2f micro-eV"
      % (omega_open.real * micro_ev))
print("Polymer-loss width, formula: %.2f micro-eV"
      % (omega0 * loss_tangent * micro_ev))
print("All together: quantum %.2f, width %.2f micro-eV, Q = %.1f, |z| = %.3f"
      % (omega_full.real * micro_ev, -2 * omega_full.imag * micro_ev,
         omega_full.real / (-2 * omega_full.imag), abs(z_full)))
print("Wall spacer %.0f nm instead of %.0f nm: shift %.2f micro-eV"
      % (d_wrong * 1e9, d_thin * 1e9, (omega_wrong - omega0) * micro_ev))
print("Stack of %d films, free top: shift %.4f micro-eV"
      % (films, (omega_finite - omega0) * micro_ev))
print("At %.0f K: mean number of edge quanta %.1f" % (temperature, occupation))
print("  first-film rms motion from this mode, %.0f nm square: %.2e nm"
      % (spot_side * 1e9, rms * 1e9))
print("  corresponding wall-spacer strain: %.2e" % (rms / d_thin))
print("finished without a failed check")
```

Output:

```
Chain test, K_A=0.5, K_B=K_W=1: M omega^2 = 1.500000
  amplitudes of atoms 1 to 5: 1.0000 0.0000 -0.5000 0.0000 0.2500
  weight of first atom = 0.7500
Levels outside the bands (M omega^2, same spring unit):
  K_A=0.5 K_B=1.0 K_W=0.00: none
  K_A=0.5 K_B=1.0 K_W=0.30: 1.0543
  K_A=0.5 K_B=1.0 K_W=0.60: 1.2130
  K_A=0.5 K_B=1.0 K_W=1.00: 1.5000
  K_A=0.5 K_B=1.0 K_W=1.40: 1.7870
  K_A=0.5 K_B=1.0 K_W=1.70: 1.9457
  K_A=0.5 K_B=1.0 K_W=2.20: 3.0492
  K_A=1.0 K_B=0.5 K_W=0.00: none
  K_A=1.0 K_B=0.5 K_W=0.25: none
  K_A=1.0 K_B=0.5 K_W=0.50: none
  K_A=1.0 K_B=0.5 K_W=0.80: none
  K_A=1.0 K_B=0.5 K_W=1.50: 1.0570 3.1930
Slope d(M omega^2)/dK_W at K_W=K_B: 0.7500
K_A/K_B=0.50: winding 1, midgap modes 1
K_A/K_B=0.80: winding 1, midgap modes 1
K_A/K_B=1.25: winding 0, midgap modes 0
K_A/K_B=2.00: winding 0, midgap modes 0
Inputs (rough): metal density 19.0 g/cm3, modulus 520 GPa
  polymer density 1.2 g/cm3, modulus 9 GPa, loss tangent 0.03
  film 4 nm, thin spacer 4 nm, thick spacer 8 nm
Film mass per area: 7.600e-05 kg/m2
Springs per area: weak 1.1250, strong 2.2500 GPa/nm
Spring model gap: 113.25 to 160.16 micro-eV
Arithmetic centre of gap in omega: 136.71 micro-eV
Edge quantum: 138.71 micro-eV = 33.54 GHz
Cell length 20 nm; amplitude decay length 28.85 nm = 288.5 angstrom
Elastic layers, rigid wall: edge quantum 134.05 micro-eV, z = -0.5278
  gap of elastic layers: 110.06 to 153.46 micro-eV
Substrate impedance: 9.940e+07 kg/(m2 s)
Leakage width hbar*Gamma: formula 7.45, elastic stack 7.36 micro-eV
  edge quantum with moving substrate: 133.81 micro-eV
Polymer-loss width, formula: 4.16 micro-eV
All together: quantum 133.71, width 11.33 micro-eV, Q = 11.8, |z| = 0.523
Wall spacer 5 nm instead of 4 nm: shift -7.04 micro-eV
Stack of 10 films, free top: shift 0.0339 micro-eV
At 300 K: mean number of edge quanta 185.9
  first-film rms motion from this mode, 100 nm square: 3.03e-04 nm
  corresponding wall-spacer strain: 7.58e-05
finished without a failed check
```
